**Bruggeman permittivity at equal volumes, with a capacitor example**

The program tests the balance $\sum_i f_i(\varepsilon_i-\varepsilon)/(\varepsilon_i+2\varepsilon)=0$, where $f_i$ are volume fractions, $\varepsilon_i$ the relative permittivities of the phases and $\varepsilon$ that of the mixture. For equal volumes of phases with permittivities 20 and 40, the positive root is 28.860. The program asserts that this root agrees with one found from numerically integrated fields of a sphere in a host. It also asserts agreement within 0.1 with a Fourier field solution of a random mosaic of cubic grains, which gives 28.857. Further assertions cover the coated-sphere values 28.571 and 29.091, the weak-contrast expansion, and the layered and columnar limits. For a 6 nm film at 0.5 V, the output gives 4.259 µF/cm² and an equivalent oxide thickness of 0.811 nm. It also sizes the effects of few grains across the film, anisotropy, phase fraction, an interface layer, electrode curvature, temperature and direct tunnelling, using rough assumed parameters.

## Check in Python

```python
# Result under test: the three-dimensional Bruggeman balance
#     sum_i f_i (eps_i - eps)/(eps_i + 2 eps) = 0
# for equal volumes of isotropic phases eps_i = 20 and 40 has the single
# positive root eps = (15 + sqrt(1825))/2, near 28.9.
# f_i: volume fractions; eps_i: relative permittivities of the phases;
# eps: effective relative permittivity. All permittivities are static.
# The capacitor parameters are rough values typical of hafnia-zirconia films.

import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.fft import rfftn, irfftn

LOW, HIGH = 20.0, 40.0


def bruggeman_closed(f_low, low, high):
    b = (3*f_low - 1)*low + (3*(1 - f_low) - 1)*high
    return (b + np.sqrt(b*b + 8*low*high))/4


def balance(eps, fractions, phases):
    return sum(f*(p - eps)/(p + 2*eps) for f, p in zip(fractions, phases))


def radial_solution(layers):
    """Integrate potential u(r) cos(theta) through concentric layers.

    Each layer is (permittivity, outer radius). The second variable is
    flux = permittivity * r^2 * du/dr, continuous at every interface.
    """
    r = 0.01
    state = [r, layers[0][0]*r*r]
    for permittivity, outer in layers:
        def slope(x, y, p=permittivity):
            return [y[1]/(p*x*x), 2*p*y[0]]
        sol = solve_ivp(slope, (r, outer), state, method="DOP853",
                        rtol=1e-10, atol=1e-13)
        assert sol.success
        state, r = sol.y[:, -1], outer
    return state[0], state[1], r


def inside_field(phase, host):
    """Field inside a unit sphere divided by the far field."""
    u, _, r = radial_solution([(phase, 1.0), (host, 200.0)])
    return r/u


def coated_sphere(core, shell):
    """Host permittivity for which a half-filled coated sphere is invisible."""
    u, flux, r = radial_solution([(core, 0.5**(1/3)), (shell, 1.0)])
    return flux/(r*u)


def periodic_cell(eps_map, axis):
    """Effective permittivity of a periodic voxel map, by Fourier iteration."""
    shape = eps_map.shape
    freq = [np.fft.fftfreq(shape[0]), np.fft.fftfreq(shape[1]),
            np.fft.rfftfreq(shape[2])]
    k = np.array(np.meshgrid(*freq, indexing="ij"))
    k2 = np.sum(k*k, axis=0)
    k2[0, 0, 0] = 1.0
    reference = (eps_map.min() + eps_map.max())/2
    field = np.zeros((3,) + shape)
    field[axis] = 1.0
    for _ in range(60):
        source = rfftn((eps_map - reference)*field, axes=(1, 2, 3))
        longitudinal = np.sum(k*source, axis=0)/k2
        new = irfftn(-k*longitudinal/reference, s=shape, axes=(1, 2, 3))
        new[axis] += 1.0
        change = np.sqrt(np.mean((new - field)**2))
        field = new
        if change < 1e-8:
            break
    assert change < 1e-8
    return np.mean(eps_map*field[axis])


def refine(grains, voxels):
    return np.kron(grains, np.ones((voxels, voxels, voxels)))


def random_grains(shape, rng):
    count = int(np.prod(shape))
    values = np.where(np.arange(count) < count//2, LOW, HIGH)
    return rng.permutation(values).reshape(shape)


# ---- Sphere field and self-consistent mixture ----
eps_eff = bruggeman_closed(0.5, LOW, HIGH)
for phase, host in [(20, 29), (40, 29), (3, 50), (80, 5)]:
    assert abs(inside_field(phase, host) - 3*host/(phase + 2*host)) < 1e-5

eps_fields = brentq(lambda e: 0.5*inside_field(LOW, e)
                    + 0.5*inside_field(HIGH, e) - 1, 20, 40, xtol=1e-8)
assert abs(eps_fields - eps_eff) < 1e-4
mean_displacement = 0.5*(LOW*inside_field(LOW, eps_eff)
                         + HIGH*inside_field(HIGH, eps_eff))
assert abs(mean_displacement - eps_eff) < 1e-4
root_other = brentq(balance, 5, 80, args=((0.3, 0.7), (5, 80)))
assert abs(root_other - bruggeman_closed(0.3, 5, 80)) < 1e-8

roots = np.sort(np.roots([1, -15, -400]))
assert roots[0] < 0 and abs(roots[1] - eps_eff) < 1e-10
scan = balance(np.geomspace(0.01, 1e4, 2000), (0.5, 0.5), (LOW, HIGH))
assert np.all(np.diff(scan) < 0) and scan[0] > 0 > scan[-1]

# ---- Bounds and weak-contrast expansion ----
series = 2/(1/LOW + 1/HIGH)
parallel = (LOW + HIGH)/2
hs_low = LOW + 0.5/(1/(HIGH - LOW) + 0.5/(3*LOW))
hs_high = HIGH + 0.5/(1/(LOW - HIGH) + 0.5/(3*HIGH))
assert abs(coated_sphere(HIGH, LOW) - hs_low) < 1e-4
assert abs(coated_sphere(LOW, HIGH) - hs_high) < 1e-4
assert series < hs_low < eps_eff < hs_high < parallel

mean, delta = parallel, (HIGH - LOW)/2
second_order = mean - delta**2/(3*mean)
fourth_term = -2*delta**4/(27*mean**3)
small = 1.0
remainder = (bruggeman_closed(0.5, mean - small, mean + small)
             - mean + small**2/(3*mean))
assert abs(remainder/(-2*small**4/(27*mean**3)) - 1) < 0.01

# ---- Direct field solution of a random grain mosaic ----
rng = np.random.default_rng(7)
layered = np.where(np.arange(10) < 5, LOW, HIGH).reshape(1, 1, 10)
assert abs(periodic_cell(layered, 2) - series) < 1e-5
assert abs(periodic_cell(layered, 0) - parallel) < 1e-5
bulk_grains = random_grains((9, 9, 9), rng)
mosaic = {}
for voxels in (3, 5):
    # Exchanging the phases cancels the one-grain excess of an odd count.
    mosaic[voxels] = np.mean([periodic_cell(refine(g, voxels), axis)
                              for g in (bulk_grains, LOW + HIGH - bulk_grains)
                              for axis in range(3)])
# Tolerance covers finite grain resolution and the cubic grain shape.
assert abs(mosaic[5] - eps_eff) < 0.1
assert abs(mosaic[5] - mosaic[3]) < 0.05
assert hs_low < mosaic[5] < hs_high

# ---- Thin films: electrodes are equipotential mirror planes ----
one_layer = random_grains((16, 16, 1), rng)
one_layer = np.concatenate([one_layer, one_layer[:, :, ::-1]], axis=2)
film_one = periodic_cell(refine(one_layer, 3), 2)
assert abs(film_one - parallel) < 1e-5
film_samples = []
for _ in range(4):
    half = random_grains((16, 16, 2), rng)
    full = np.concatenate([half, half[:, :, ::-1]], axis=2)
    film_samples.append(periodic_cell(refine(full, 5), 2))
film_two = np.mean(film_samples)
film_spread = np.std(film_samples, ddof=1)
assert eps_eff < film_two < parallel

# ---- Capacitor example ----
thickness_nm, voltage, temperature = 6.0, 0.5, 358.0
oxide_permittivity = 3.9
d = thickness_nm*1e-9
cap = const.epsilon_0*eps_eff/d
charge = cap*voltage
eot_nm = oxide_permittivity*thickness_nm/eps_eff
mean_field = voltage/d/1e8
factor_low = 3*eps_eff/(LOW + 2*eps_eff)
factor_high = 3*eps_eff/(HIGH + 2*eps_eff)
breakdown, switching = 4.0, 2.0

# Randomly oriented uniaxial grains with the same mean permittivity of 40.
perpendicular, axial = 50.0, 20.0
assert abs((2*perpendicular + axial)/3 - HIGH) < 1e-12
eps_aniso = brentq(balance, 20, 50, args=((1/2, 1/3, 1/6),
                                        (LOW, perpendicular, axial)))
eps_40 = bruggeman_closed(0.6, LOW, HIGH)
eps_60 = bruggeman_closed(0.4, LOW, HIGH)

# An added interface layer is in series with the film.
dead_nm, dead_eps = 0.3, 10.0
dead_ratio = 1/(1 + (dead_nm/dead_eps)/(thickness_nm/eps_eff))
stack = np.full((1, 1, 21), eps_eff)
stack[0, 0, 0] = dead_eps
stack_ratio = (periodic_cell(stack, 2)/(21*dead_nm))/(eps_eff/thickness_nm)
assert abs(stack_ratio - dead_ratio) < 1e-5

# Cylinder capacitance is referred to the area of the inner electrode.
radius_nm = 15.0
curve_ratio = thickness_nm/(radius_nm*np.log(1 + thickness_nm/radius_nm))
path = quad(lambda r: radius_nm/r, radius_nm, radius_nm + thickness_nm)[0]
assert abs(thickness_nm/path - curve_ratio) < 1e-10
temp_coefficient, room = 2e-4, 298.0
temp_shift = temp_coefficient*(temperature - room)

# ---- Direct tunnelling through a trapezoidal barrier ----
barrier, mass_ratio, refresh = 1.8, 0.2, 0.064
q, hbar = const.e, const.hbar
mass = mass_ratio*const.m_e
kt = const.k*temperature/q


def wkb_exponent(energy):
    top = np.maximum(barrier - energy, 0)
    bottom = np.maximum(barrier - voltage - energy, 0)
    scale = 4*d*np.sqrt(2*mass*q)/(3*hbar*voltage)
    return scale*(top**1.5 - bottom**1.5)


exponent_quad = quad(lambda x: 2*d*np.sqrt(2*mass*q*(barrier - voltage*x))
                     / hbar, 0, 1)[0]
assert abs(exponent_quad/wkb_exponent(0.0) - 1) < 1e-8
energy = np.linspace(-1.5, 3.0, 20001)
supply = np.logaddexp(0, -energy/kt) - np.logaddexp(0, -(energy + voltage)/kt)
flux_integral = trapezoid(np.exp(-wkb_exponent(energy))*supply, energy)
leakage = q*mass*(kt*q)*q*flux_integral/(2*np.pi**2*hbar**3)

# Asymptotic mean-barrier current with its thermal factor.
average = barrier - voltage/2
decay = 2*d*np.sqrt(2*mass*q)/hbar
cold = q*q/(2*np.pi*const.h*d*d)*(
    average*np.exp(-decay*np.sqrt(average))
    - (average + voltage)*np.exp(-decay*np.sqrt(average + voltage)))
angle = np.pi*kt*decay/(2*np.sqrt(average))
asymptotic = cold*angle/np.sin(angle)
# The asymptotic form drops terms of relative order 3/exponent and more.
assert 0.75 < leakage/asymptotic < 1.35
charge_loss = leakage*refresh/charge


def percent(ratio):
    return 100*(ratio - 1)


print(f"Phase permittivities: {LOW:.0f}, {HIGH:.0f} (relative)")
print(f"Bruggeman permittivity: {eps_eff:.4f} (relative)")
print(f"Rejected root: {roots[0]:.4f} (relative)")
print(f"Root from integrated sphere fields: {eps_fields:.4f} (relative)")
print(f"Series, parallel averages: {series:.3f}, {parallel:.3f} (relative)")
print(f"Hashin-Shtrikman bounds: {hs_low:.3f}, {hs_high:.3f} (relative)")
print(f"Second-order estimate: {second_order:.4f} (relative)")
print(f"Fourth-order term: {fourth_term:.4f} (relative)")
print(f"Random mosaic, 3 voxels per grain edge: {mosaic[3]:.4f} (relative)")
print(f"Random mosaic, 5 voxels per grain edge: {mosaic[5]:.4f} (relative)")
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Voltage: {voltage:.2f} V")
print(f"Temperature: {temperature:.0f} K")
print(f"Capacitance density: {cap*100:.3f} uF/cm2")
print(f"Reference oxide permittivity: {oxide_permittivity:.1f} (relative)")
print(f"Equivalent oxide thickness: {eot_nm:.3f} nm")
print(f"Stored charge density: {charge*100:.3f} uC/cm2")
print(f"Mean field: {mean_field:.3f} MV/cm")
print(f"Field factors, low and high phase: {factor_low:.4f}, "
      f"{factor_high:.4f} (ratio)")
print(f"Local field, low phase: {factor_low*mean_field:.3f} MV/cm")
print(f"Local field, high phase: {factor_high*mean_field:.3f} MV/cm")
print(f"Assumed breakdown field: {breakdown:.1f} MV/cm")
print(f"Low-phase field / breakdown: {factor_low*mean_field/breakdown:.3f}")
print(f"Assumed switching field: {switching:.1f} MV/cm")
print(f"High-phase field / switching: {factor_high*mean_field/switching:.3f}")
print(f"Film one grain thick: {film_one:.3f} (relative), "
      f"change {percent(film_one/eps_eff):.2f} %")
print(f"Film two grains thick: {film_two:.3f} (relative), "
      f"change {percent(film_two/eps_eff):.2f} %")
print(f"Two-grain film, sample spread: {film_spread:.3f} (relative)")
print(f"Assumed perpendicular, axial values: {perpendicular:.0f}, "
      f"{axial:.0f} (relative)")
print(f"With anisotropic grains: {eps_aniso:.3f} (relative), "
      f"change {percent(eps_aniso/eps_eff):.2f} %")
print(f"High-phase fraction 0.4: {eps_40:.3f} (relative), "
      f"change {percent(eps_40/eps_eff):.2f} %")
print(f"High-phase fraction 0.6: {eps_60:.3f} (relative), "
      f"change {percent(eps_60/eps_eff):.2f} %")
print(f"Interface layer: {dead_nm:.1f} nm, permittivity {dead_eps:.0f}")
print(f"Interface change of capacitance: {percent(dead_ratio):.2f} %")
print(f"Inner electrode radius: {radius_nm:.0f} nm")
print(f"Curvature change per inner area: {percent(curve_ratio):.2f} %")
print(f"Assumed temperature coefficient: {temp_coefficient:.1e} 1/K")
print(f"Permittivity drift from {room:.0f} K: {100*temp_shift:.2f} %")
print(f"Tunnel barrier: {barrier:.1f} eV")
print(f"Tunnel mass: {mass_ratio:.1f} electron masses")
print(f"WKB exponent at Fermi level: {wkb_exponent(0.0):.2f} (no unit)")
print(f"Direct tunnelling current: {leakage*1e-4:.2e} A/cm2")
print(f"Refresh interval: {refresh*1000:.0f} ms")
print(f"Charge lost at constant current: {100*charge_loss:.3f} %")
print("success")
```

Printed output:

```
Phase permittivities: 20, 40 (relative)
Bruggeman permittivity: 28.8600 (relative)
Rejected root: -13.8600 (relative)
Root from integrated sphere fields: 28.8600 (relative)
Series, parallel averages: 26.667, 30.000 (relative)
Hashin-Shtrikman bounds: 28.571, 29.091 (relative)
Second-order estimate: 28.8889 (relative)
Fourth-order term: -0.0274 (relative)
Random mosaic, 3 voxels per grain edge: 28.8576 (relative)
Random mosaic, 5 voxels per grain edge: 28.8573 (relative)
Film thickness: 6.0 nm
Voltage: 0.50 V
Temperature: 358 K
Capacitance density: 4.259 uF/cm2
Reference oxide permittivity: 3.9 (relative)
Equivalent oxide thickness: 0.811 nm
Stored charge density: 2.129 uC/cm2
Mean field: 0.833 MV/cm
Field factors, low and high phase: 1.1140, 0.8860 (ratio)
Local field, low phase: 0.928 MV/cm
Local field, high phase: 0.738 MV/cm
Assumed breakdown field: 4.0 MV/cm
Low-phase field / breakdown: 0.232
Assumed switching field: 2.0 MV/cm
High-phase field / switching: 0.369
Film one grain thick: 30.000 (relative), change 3.95 %
Film two grains thick: 29.337 (relative), change 1.65 %
Two-grain film, sample spread: 0.073 (relative)
Assumed perpendicular, axial values: 50, 20 (relative)
With anisotropic grains: 27.913 (relative), change -3.28 %
High-phase fraction 0.4: 26.881 (relative), change -6.86 %
High-phase fraction 0.6: 30.932 (relative), change 7.18 %
Interface layer: 0.3 nm, permittivity 10
Interface change of capacitance: -12.61 %
Inner electrode radius: 15 nm
Curvature change per inner area: 18.88 %
Assumed temperature coefficient: 2.0e-04 1/K
Permittivity drift from 298 K: 1.20 %
Tunnel barrier: 1.8 eV
Tunnel mass: 0.2 electron masses
WKB exponent at Fermi level: 34.19 (no unit)
Direct tunnelling current: 4.87e-08 A/cm2
Refresh interval: 64 ms
Charge lost at constant current: 0.146 %
success
```
